# Nonlinearity parameter and second-harmonic generation in silicon along [100]

## Problem

A plane longitudinal sound wave enters an unstressed silicon crystal and travels along [100]. The second- and third-order elastic constants for this direction are \(C_{11}=165.7\) GPa and \(C_{111}=-795\) GPa. They are Brugger constants: with \(W\) the elastic energy per unit undeformed volume and \(\eta\) the Lagrangian strain along [100], all other strains being zero,

\[
C_{11}=\frac{d^2W}{d\eta^2}\bigg|_{0},\qquad C_{111}=\frac{d^3W}{d\eta^3}\bigg|_{0}.
\]

At the frequency used below, 30 MHz, heat diffuses over only a small part of a wavelength within one period, so both constants are taken as isentropic.

Let \(X\) be the position of a material point in the undeformed crystal, \(u(X,t)\) its displacement, and \(e=\partial u/\partial X\). The dimensionless parameter \(\beta\) is defined by the wave equation

\[
\rho_0u_{tt}=C_{11}u_{XX}\,(1-\beta u_X),
\]

where \(\rho_0\) is the undeformed density and subscripts on \(u\) denote derivatives. The parameter could equally be defined with another numerical factor or the opposite sign, so a value of \(\beta\) means little without its equation.

(a) Derive this equation to second order in \(u\) and find \(\beta\) for silicon.

(b) The face \(X=0\) moves sinusoidally with amplitude \(A_1=1\) nm at 30 MHz. Find the amplitude \(A_2\) of the 60 MHz wave after 20 mm. The density is 2330 kg/m³.

(c) Over what distance can the answer to (b) be trusted, and what limits its accuracy?

## First estimate by scaling

In linear elasticity the stress is \(C_{11}e\). The next term should be of order \(C_{111}e^2\), so the natural measure of nonlinearity is

\[
-\frac{C_{111}}{C_{11}}=\frac{795}{165.7}=4.80 .
\]

The second harmonic comes from a product of two first-order fields, so \(A_2\propto A_1^2\). If the harmonic travels at the speed of the wave that drives it, contributions from all parts of the path add in phase, and \(A_2\propto X\). The one remaining length is \(1/k\), with \(k\) the wavenumber, and dimensions then require

\[
A_2\sim\left|\frac{C_{111}}{C_{11}}\right|k^2A_1^2X .
\]

The sound speed is \(c_0=\sqrt{C_{11}/\rho_0}=8433\) m/s, so \(k=2\pi f/c_0=22.35\) mm⁻¹ at \(f=30\) MHz. Then \(k^2A_1^2X=(2.235\times10^{-5})^2\times20\ \text{mm}=10.0\) pm, and the estimate is \(A_2\sim48\) pm. Scaling cannot supply numerical factors, nor can it show whether geometry adds to the material term or opposes it.

## Solution to second order

### One displacement component is enough

Suppose the displacement has components \((u,v,w)\), all depending on \(X\) and \(t\). The energy is then a function of the gradients \((u_X,v_X,w_X)\). Reflection in the plane normal to [010] is a symmetry of the cubic crystal and reverses \(v_X\) alone, so \(W\) is even in \(v_X\). Hence \(\partial W/\partial v_X=0\) at \(v_X=0\), whatever the value of \(u_X\). The same argument applies to \(w_X\). A longitudinal strain therefore exerts no transverse force, and \(v=w=0\) is consistent with the equations of motion at finite strain too.

### Stress

A material element of length \(dX\) acquires the length \((1+e)\,dX\). The Lagrangian strain is half the relative change of the squared length:

\[
\eta=\frac{(1+e)^2-1}{2}=e+\frac{e^2}{2}.
\]

Through third order in \(e\), \(\eta^2=e^2+e^3\) and \(\eta^3=e^3\). The energy becomes

\[
W=\frac{C_{11}}2\eta^2+\frac{C_{111}}6\eta^3
=\frac{C_{11}}2e^2+\left(\frac{C_{11}}2+\frac{C_{111}}6\right)e^3 .
\]

The nominal stress \(P\), force per undeformed area and positive in tension, does work \(P\,de\) per undeformed volume. Thus

\[
P=\frac{dW}{de}=C_{11}e+\frac{3C_{11}+C_{111}}2\,e^2 .
\]

The origin of the 3 can be seen by writing \(P=(1+e)\,dW/d\eta\), because \(d\eta/de=1+e\). In \(dW/d\eta=C_{11}\eta+\tfrac12C_{111}\eta^2\), the quadratic part of \(\eta\) contributes \(\tfrac12C_{11}e^2\). The factor \(1+e\), acting on \(C_{11}e\), contributes \(C_{11}e^2\). Their sum is \(\tfrac32C_{11}e^2\): one unit of the 3 comes from the strain measure and two from the conversion to nominal stress.

### Wave equation and value of \(\beta\)

A slab of undeformed thickness \(dX\) has mass \(\rho_0dX\) per undeformed area and feels the net force \(P_XdX\). Since \(e_X=u_{XX}\),

\[
\rho_0u_{tt}=P_X=\left[C_{11}+(3C_{11}+C_{111})u_X\right]u_{XX}.
\]

Taking out \(C_{11}\) and comparing with the definition gives

\[
\boxed{\;\beta=-\left(3+\frac{C_{111}}{C_{11}}\right)=-3+4.798=1.80\;}
\]

This answers (a). Two limiting cases show how the parts compete. With \(C_{111}=0\), \(\beta=-3\): a crystal whose energy is purely quadratic in \(\eta\) still carries nonlinear waves, with the sign opposite to silicon's. With \(C_{111}=-3C_{11}\), \(\beta=0\), and the second-order effect vanishes although the third-order constant is large.

### What the sign means

A weak disturbance on a uniform strain \(e\) has the speed \(c\), measured in undeformed length per unit time, given by

\[
c^2=\frac1{\rho_0}\frac{dP}{de}=c_0^2(1-\beta e),\qquad
c\approx c_0\left(1-\frac{\beta e}{2}\right).
\]

With \(\beta>0\), compression (\(e<0\)) raises this speed. For \(e=-0.001\) the linear formula gives \(+0.090\,\%\). Keeping every power of \(e\) that follows from the energy with \(C_{11}\) and \(C_{111}\) gives \(+0.0892\,\%\), and \(-0.0906\,\%\) for \(e=+0.001\).

The speed in actual length is \((1+e)c\approx c_0[1+(1-\beta/2)e]=c_0(1+0.10\,e)\). The coefficient 0.10 is a near cancellation: it falls to 0.01 for \(C_{111}=-825\) GPa and changes sign at \(C_{111}=-5C_{11}=-828.5\) GPa. Static compression with the lateral dimensions held fixed therefore barely changes the speed read on a laboratory ruler, while the transit time through a given piece of material falls because the piece is shorter. In a travelling wave the material also moves, with velocity \(-c_0e\) to first order. Adding this gives \(c_0(1-\beta e/2)\) again, so compressed parts of the wave do gain on stretched parts.

### Growth of the second harmonic

Write \(u=u_1+u_2\), where \(u_1\) solves the linear equation and \(u_2\) is of second order:

\[
u_1=A_1\sin\theta,\qquad \theta=kX-\omega t,\qquad \omega=c_0k .
\]

The second-order terms of the wave equation, divided by \(\rho_0\), are

\[
u_{2,tt}-c_0^2u_{2,XX}=-\beta c_0^2\,u_{1,X}\,u_{1,XX}.
\]

Here \(u_{1,X}=kA_1\cos\theta\) and \(u_{1,XX}=-k^2A_1\sin\theta\). The two minus signs cancel, and \(\sin\theta\cos\theta=\tfrac12\sin2\theta\), so the right side is

\[
\tfrac12\beta c_0^2k^3A_1^2\sin2\theta .
\]

This source moves at \(c_0\), the speed of a free 60 MHz wave. The response is resonant, which suggests the trial form \(u_2=DX\cos2\theta\). Its derivatives are

\[
u_{2,XX}=-4kD\sin2\theta-4k^2DX\cos2\theta,\qquad
u_{2,tt}=-4\omega^2DX\cos2\theta .
\]

The terms proportional to \(X\) cancel because \(\omega=c_0k\). What remains on the left is \(4c_0^2kD\sin2\theta\), and equating it to the source gives \(D=\beta k^2A_1^2/8\). Hence the 60 MHz part of \(u_2\) and its amplitude are

\[
u_2^{(2\omega)}=\frac{\beta k^2A_1^2X}{8}\cos2\theta,\qquad
A_2=\frac{\beta k^2A_1^2X}{8}.
\]

A free 60 MHz wave could be added, but the condition \(u_2=0\) at \(X=0\), with no wave returning from the far end, excludes it.

These conditions still allow a static displacement proportional to \(X\). Let the wave enter a crystal at rest, with its amplitude rising smoothly over many periods. In a forward wave the particle velocity is \(-\int_0^e c\,de\approx-c_0(e-\beta e^2/4)\). Its mean at the face is zero, so the mean of \(e\) is \(\beta/4\) times the mean of \(e^2\), or \(\beta k^2A_1^2/8\). Once the wave is steady, \(u_2\) therefore also contains the static term \(\beta k^2A_1^2X/8\), as large as the harmonic. It does not alter \(A_2\) at this order.

For the numbers of (b),

\[
A_2=\frac{1.798\times10.0\ \text{pm}}8=2.25\ \text{pm},
\]

which is 0.225 % of \(A_1\). Read in the other direction, \(\beta=8A_2/(k^2A_1^2X)\) turns measured amplitudes into a value of \(\beta\), provided both are amplitudes of the travelling wave. At a stress-free end face reflection doubles both, and the surface amplitudes inserted directly give \(\beta/2\).

### Distance over which the result holds

The perturbation solution takes \(u_1\) as undisturbed, which fails once the wave is strongly distorted. With \(v=u_t\) now the particle velocity, the equations are \(e_t=v_X\) and \(v_t=c^2(e)\,e_X\). In a wave travelling forward only, \(v\) is a function of \(e\) with \(dv/de=-c(e)\), and both equations reduce to

\[
e_t+c(e)\,e_X=0 .
\]

Each value of \(e\) therefore travels at its own constant speed \(c(e)\). A value that leaves \(X=0\) at time \(t_0\), where \(e=kA_1\cos\omega t_0\) to leading order, arrives at

\[
t=t_0+\frac X{c(e)}\approx t_0+\frac X{c_0}\left(1+\frac{\beta kA_1}2\cos\omega t_0\right).
\]

Differentiation, with \(\omega/c_0=k\), gives

\[
\frac{dt}{dt_0}=1-\frac{X}{X_s}\sin\omega t_0,\qquad X_s=\frac2{\beta k^2A_1}.
\]

At \(X=X_s\) this first reaches zero. Neighbouring values then arrive together, the slope of the wave is infinite, and the smooth solution ends. Before that, the steepest slope has grown by the factor \(1/(1-X/X_s)\). In the example \(X_s=2.23\) m, over a hundred times the path. In these terms \(A_2/A_1=X/(4X_s)\).

The harmonics take their energy from the fundamental. To find its loss, let \(\sigma=X/X_s\), \(\phi_0=\omega t_0\) and \(\phi=\omega(t-X/c_0)=\phi_0+\sigma\cos\phi_0\). The particle velocity is proportional to \(\cos\phi_0\), and its fundamental component relative to that at \(X=0\) is, after integration by parts,

\[
\frac1\pi\int_0^{2\pi}\cos\phi_0\,e^{i\phi}\,d\phi
=\frac1{i\pi}\int_0^{2\pi}\sin\phi_0\,e^{i\phi_0+i\sigma\cos\phi_0}\,d\phi_0 .
\]

Expand in \(\sigma\). The zeroth-order term is 1 and the first-order term vanishes. The second-order term is \(-(\sigma^2/2\pi)\int\sin^2\phi_0\cos^2\phi_0\,d\phi_0=-\sigma^2/8\), since the integral equals \(\pi/4\). The amplitude of the fundamental thus falls by the fraction \(\sigma^2/8\), here 0.001 %. The same integral with \(e^{2i\phi}\) shows that \(A_2\) falls short of the result of (b) by about \(\sigma^2/3\): 0.003 % here, 2.4 % at \(\sigma=0.27\) and 8 % at \(\sigma=0.5\).

### A stronger wave

The example is so weak that it hardly probes these laws. A second case keeps silicon's constants but raises the strain amplitude \(kA_1\) to \(5\times10^{-3}\), with \(kX=60\). This is a trial of the mathematics, not a proposed experiment. Then \(\sigma=\beta(kA_1)(kX)/2=0.270\).

The equations for \(P\) and \(v\), with the full stress that follows from \(C_{11}\) and \(C_{111}\), were integrated in \(X\) by a fourth-order Runge–Kutta method, with time derivatives taken by Fourier series. The computed loss of the fundamental is 0.908 %, against 0.909 % from \(\sigma^2/8\). The slope grows by a factor of 1.370, against 1.369 from \(1/(1-\sigma)\). At the lower strain amplitude \(10^{-3}\) and the same \(kX\), the computed amplitudes of the second harmonic and the fundamental, both taken at the end of the path and inserted into \(8A_2/(k^2A_1^2X)\), return \(\beta=1.797\), against 1.798 from the elastic constants.

## Comparison of estimate and solution

The scaling estimate has the right dependence on \(k\), \(A_1\) and \(X\), but its 48 pm is 21 times the 2.25 pm of the solution. The ratio has two parts:

\[
\frac{48}{2.25}\approx 8\times\frac{4.798}{1.798}=8\times2.67 .
\]

The 8 belongs to the wave problem. A factor 2 comes from \(\sin\theta\cos\theta=\tfrac12\sin2\theta\), and a factor 4 from the response of the wave operator to \(X\cos2\theta\). The 2.67 belongs to the crystal: the geometric term cancels most of the material term.

That cancellation also governs the accuracy. At fixed \(C_{11}\), a change \(\delta C_{111}\) gives \(\delta\beta=-\delta C_{111}/C_{11}\), so

\[
\frac{\delta\beta}\beta=\frac{|C_{111}/C_{11}|}{\beta}\,\frac{\delta C_{111}}{C_{111}}=2.67\,\frac{\delta C_{111}}{C_{111}} .
\]

If \(C_{111}\) is uncertain by 10 GPa, an assumed size, \(\beta\) is uncertain by 0.06, or 3.4 %. "Near 1.8" is then as much as this value of \(C_{111}\) justifies. Published values differ by more than the assumed 10 GPa: \(C_{111}=-825\) GPa is also in use and gives \(\beta=1.98\) and \(A_2=2.47\) pm, 10 % higher.

## The model beside a real measurement

The frequency, amplitude and path are rough values for a harmonic-generation measurement on a silicon crystal. The effects left out of the model can be sized for these numbers.

**Diffraction.** A real beam has finite width. Let \(K\) be a small transverse wavenumber along [010], \(k_X\) the axial one, and \(U\), \(V\) the axial and transverse amplitudes. The linear equations of motion are

\[
(\rho_0\omega^2-C_{11}k_X^2-C_{44}K^2)U=(C_{12}+C_{44})k_XK\,V,
\]
\[
(\rho_0\omega^2-C_{44}k_X^2-C_{11}K^2)V=(C_{12}+C_{44})k_XK\,U .
\]

To lowest order \(\rho_0\omega^2=C_{11}k_X^2\) in the second equation, so \(V=(C_{12}+C_{44})KU/[(C_{11}-C_{44})k_X]\). Inserting this in the first gives

\[
k_X^2=k^2-bK^2,\qquad
b=\frac1{C_{11}}\left[C_{44}+\frac{(C_{12}+C_{44})^2}{C_{11}-C_{44}}\right].
\]

An isotropic solid has \(C_{12}+C_{44}=C_{11}-C_{44}\), hence \(b=1\). With rough values \(C_{12}=64\) GPa and \(C_{44}=80\) GPa, silicon has \(b=1.94\), so the beam spreads nearly twice as fast.

Because [100] is a fourfold axis, the term in \(K^2\) is the same for every transverse direction. A beam \(\exp(-r^2/a^2)\) has the transverse spectrum \(\exp(-K^2a^2/4)\), and each component gains the phase \(-bK^2X/2k\) relative to the axial wave. Integration over \(K\,dK\) gives an on-axis amplitude proportional to \(1/\sqrt{1+(X/L)^2}\), with \(L=ka^2/2b\). For \(a=5\) mm, \(L=144\) mm, and \(A_1^2\), which drives the harmonic, has fallen by 1.9 % on the axis at 20 mm. This sets the scale of the effect on \(A_2\); it is not a correction, because the harmonic spreads as well. Propagating both waves gives an on-axis loss of \(A_2\) of about 1.4 %. These figures belong to the smooth Gaussian profile. For a flat piston source of radius 5 mm, with the field averaged over an aperture of the same size at 20 mm, the same small-\(K\) propagation makes \(A_1\) 14 % low, \(A_2\) 18 % low and the inferred \(\beta\) 11 % high. For such a beam the plane-wave result of (b) can be trusted only for paths well below \(L\), a much stricter limit than \(X_s=2.23\) m.

**Attenuation.** Assume a quality factor \(Q\) with \(Qf=2\times10^{13}\) Hz. The amplitude decays as \(e^{-\alpha X}\) with \(\alpha=\pi f^2/(Qf\,c_0)=0.017\) m⁻¹, and at \(2f\) the rate is \(4\alpha\). Harmonic created at depth \(s\) carries the factor \(e^{-2\alpha s-4\alpha(X-s)}\), whose average over the path is \(1-3\alpha X\) to first order. The loss of \(A_2\) is 0.1 %.

**Higher order and temperature.** With a fourth-order constant \(C_{1111}\), the \(e^3\) term of the stress has the coefficient \(C_{11}/2+C_{111}+C_{1111}/6\). For an assumed \(C_{1111}=10^4\) GPa and \(e=kA_1=2.2\times10^{-5}\), this term is 0.014 % of the quadratic one. If warming by 10 K lowers \(C_{11}\) by 0.1 %, a rough figure, \(\beta\) rises by 0.005 at fixed \(C_{111}\).

For the Gaussian beam read on its axis, the spread of \(C_{111}\) is the largest effect on the predicted \(A_2\), followed by diffraction. For the flat piston source diffraction is the larger. A measurement of \(\beta\) has further demands. Since \(\beta\propto A_2/A_1^2\), a 1 % error in \(A_1\) shifts the inferred \(\beta\) by 2 %. The model also assumes a purely sinusoidal source. If the transducer itself emits 0.22 pm at 60 MHz, in phase with the harmonic grown in the crystal, the inferred \(\beta\) is 10 % too high. In the plane-wave, loss-free model this contribution does not grow with \(X\), so the slope of \(A_2\) against path length, at fixed \(A_1\) and frequency, separates it from the crystal's own nonlinearity. At other phases the separation need not be exact: 0.22 pm in quadrature lowers the slope fitted between 5 and 20 mm by 2 %.
